# Column lengths from the slope and curvature of the Warren-Averbach size coefficient, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Size coefficient and column-length distribution

### Definitions and conventions

A crystallite is a region that scatters X-rays coherently. It is divided in thought into thin columns that run along the diffraction vector, that is, perpendicular to the reflecting planes, and all columns have the same cross-section. The length of a column is \(L\). The number distribution of these lengths, pooled over all crystallites that contribute to the reflection, is \(p(L)\), with

\[
\int_0^\infty p(L)\,dL=1,\qquad \langle L\rangle=\int_0^\infty L\,p(L)\,dL .
\]

Angle brackets around a function of \(L\) denote an average with \(p\). Because every column carries the same cross-section, \(p(L)\,dL\) is also the fraction of the total projected area behind which the crystal has a thickness between \(L\) and \(L+dL\). Counting columns is therefore an area weighting, and \(\langle L\rangle\) is the area-weighted mean column length.

The variable \(s\) is the distance from the Bragg point along the diffraction vector, in reciprocal length and without a factor \(2\pi\). The line profile \(I(s)\) has unit area, and its cosine coefficient is

\[
A(L)=\int_{-\infty}^{\infty} I(s)\cos(2\pi sL)\,ds,\qquad A(0)=1 .
\]

In Part I the profile is broadened by finite size alone. The coefficient \(A\) is then the Warren-Averbach size coefficient. The result to be shown is, for \(L>0\),

\[
A''(L)=\frac{p(L)}{\langle L\rangle},\qquad A'(0^+)=-\frac{1}{\langle L\rangle}. \tag{1}
\]

Four conditions are assumed:

- Each line along the diffraction vector meets a crystallite in one unbroken segment. Convexity is sufficient for this.
- The distribution \(p\) has a finite mean and no finite fraction of columns at zero length.
- Different crystallites scatter without mutual interference.
- The powder measurement integrates the intensity over the two directions of reciprocal space transverse to the diffraction vector. At a fixed scattering angle, randomly oriented crystallites sample a sphere centred on the origin of reciprocal space. The part of this sphere near the Bragg point is treated as a plane.

### Why the columns scatter independently

Take first a lattice whose third axis is perpendicular to the reflecting planes, with repeat distance \(d\). Let \(\chi(m_1,m_2,m_3)\) be one for a cell inside the crystallite and zero outside. Apart from the structure factor, which is constant over a narrow peak, the amplitude is

\[
F(h_1,h_2,h_3)=\sum_{m_1,m_2} f_{m_1m_2}(h_3)\,e^{-2\pi i(h_1m_1+h_2m_2)},
\]
\[
f_{m_1m_2}(h_3)=\sum_{m_3}\chi(m_1,m_2,m_3)\,e^{-2\pi i h_3m_3}.
\]

Here \(f_{m_1m_2}\) is the amplitude of one column. In \(|F|^2\), the product of columns \((m_1,m_2)\) and \((m_1',m_2')\) carries the factor \(e^{-2\pi i[h_1(m_1-m_1')+h_2(m_2-m_2')]}\). Its integral over one period of \(h_1\) and \(h_2\) is one if the two columns are the same and zero otherwise. Hence

\[
\int_0^1\!\!\int_0^1 |F|^2\,dh_1\,dh_2=\sum_{m_1,m_2}|f_{m_1m_2}(h_3)|^2 . \tag{2}
\]

The transverse integration removes the interference between columns. A measurement along a single line through the Bragg point, without this integration, keeps that interference and in general does not obey (1). A block whose columns all have the same length and all begin in the same reflecting plane is an exception. Equal columns that start at different heights are not.

The third axis need not be perpendicular to the planes. Near one Bragg point the amplitude is proportional to the Fourier transform of the shape function \(\chi(\mathbf r_\perp,z)\), with \(z\) along the diffraction vector. Parseval's theorem in the transverse directions gives

\[
\int |F|^2\,d^2s_\perp\ \propto\ \int d^2r_\perp\left|\int \chi(\mathbf r_\perp,z)\,e^{-2\pi i sz}\,dz\right|^2 .
\]

This is again a sum over columns parallel to \(z\). It covers the 111 reflection of a face-centred cubic metal, provided that the columns are long compared with the lattice repeat.

### Counting pairs of cells

A column of \(i\) cells has the intensity

\[
\left|\sum_{k=0}^{i-1}e^{-2\pi i h_3k}\right|^2=\sum_{k=0}^{i-1}\sum_{k'=0}^{i-1}e^{-2\pi i h_3(k-k')} ,
\]

where the \(i\) in each exponent is the imaginary unit and the \(i\) in the summation limits is the number of cells. The difference \(n=k-k'\) occurs \(i-|n|\) times if \(|n|<i\), and not at all otherwise. Let \(p_i\) be the fraction of columns with \(i\) cells, and let \(\langle N\rangle=\sum_i i\,p_i\). The mean number of pairs per column at separation \(n\) is the \(n\)th Fourier coefficient of the mean intensity per column. At \(n=0\) it equals \(\langle N\rangle\), so the normalised coefficient for \(n\ge0\) is

\[
A_n=\frac{1}{\langle N\rangle}\sum_{i>n}(i-n)\,p_i . \tag{3}
\]

Now subtract two neighbouring coefficients. In \(A_{n+1}\) the sum runs over \(i>n+1\). The term \(i=n+1\) may be added because its factor \(i-n-1\) is zero. Both sums then have the same range:

\[
A_n-A_{n+1}=\frac{1}{\langle N\rangle}\sum_{i>n}\left[(i-n)-(i-n-1)\right]p_i
=\frac{1}{\langle N\rangle}\sum_{i>n}p_i . \tag{4}
\]

At \(n=0\) the last sum contains every column, since a column has at least one cell. Therefore

\[
A_0-A_1=\frac{1}{\langle N\rangle}. \tag{5}
\]

For \(n\ge1\), subtract (4) from the same equation with \(n-1\) in place of \(n\):

\[
A_{n-1}-2A_n+A_{n+1}
=\frac{1}{\langle N\rangle}\left[\sum_{i\ge n}p_i-\sum_{i>n}p_i\right]
=\frac{p_n}{\langle N\rangle}. \tag{6}
\]

Equations (5) and (6) are the discrete form of (1). They involve no approximation of small steps.

They were tested on a tilted ellipsoid of cells in a simple cubic lattice, defined by \((x/11)^2+[(y+z/2)/8]^2+(z/9)^2<1\) in cell units. The intensity was obtained from the full three-dimensional diffraction sum, integrated over the transverse directions. The first difference gave a mean column of 10.3542 cells, and direct counting of the columns gave 10.3542 cells. For \(n\) from 1 to 30 the second differences, multiplied by the total number of cells, agreed with the counted number of columns of each length within the test tolerance, which was \(10^{-5}\) of the count plus \(10^{-7}\).

### The continuum form

Put \(L=nd\). The fraction of columns in one step is \(p_n=p(L)\,d\), and \(\langle N\rangle=\langle L\rangle/d\). The right side of (6) becomes \(p(L)\,d^2/\langle L\rangle\). Division by \(d^2\) turns the second difference into a second derivative and gives the first part of (1). Division of (5) by \(d\) gives the magnitude of the initial slope.

The same result follows directly from the continuous version of (3),

\[
A(L)=\frac{1}{\langle L\rangle}\int_L^\infty (x-L)\,p(x)\,dx . \tag{7}
\]

Define the surviving fraction \(Q(u)=\int_u^\infty p(x)\,dx\), the share of columns longer than \(u\). For \(x>L\) the difference \(x-L\) is the integral of one over \(u\) from \(L\) to \(x\). Exchanging the order of integration gives

\[
A(L)=\frac{1}{\langle L\rangle}\int_L^\infty du\int_u^\infty p(x)\,dx=\frac{1}{\langle L\rangle}\int_L^\infty Q(u)\,du . \tag{8}
\]

The variable \(L\) now appears only as a lower limit, so

\[
A'(L)=-\frac{Q(L)}{\langle L\rangle},\qquad A''(L)=-\frac{Q'(L)}{\langle L\rangle}=\frac{p(L)}{\langle L\rangle}. \tag{9}
\]

The last step uses \(Q'=-p\). Since no finite fraction of columns has zero length, \(Q(0^+)=1\), and the initial slope in (1) follows.

If all columns have one length \(L_0\), then \(A=1-L/L_0\) up to \(L_0\) and zero beyond. The slope jumps at \(L_0\), and \(A''\) is a delta function there. Equation (1) then holds in the sense of distributions. If a fraction \(f_0\) of the columns had zero length, the slope would be \(-(1-f_0)/\langle L\rangle\). Its magnitude is the inverse mean length of the remaining columns, because zero-length columns scatter nothing and cannot be seen.

The cosine coefficient is even in \(L\), so its slope changes at the origin from \(+1/\langle L\rangle\) to \(-1/\langle L\rangle\). The second derivative of the even function therefore contains the additional term \(-(2/\langle L\rangle)\,\delta(L)\). For this reason the slope must be taken from one side, and a second difference centred on \(L=0\) does not measure \(p(0)\).

### Consequences that can be used as checks

Equation (9) shows that a pure size coefficient never rises and never curves downward, because \(Q\) and \(p\) cannot be negative. Two integrals also follow. The first is

\[
\int_{0^+}^\infty A''\,dL=0-A'(0^+)=\frac{1}{\langle L\rangle},
\]

which is the normalisation of \(p\). The second uses integration by parts:

\[
\int_{0^+}^\infty L\,A''\,dL=\left[LA'\right]_0^\infty-\int_0^\infty A'\,dL=A(0)=1 .
\]

The boundary term vanishes because \(L\,Q(L)\to0\) when the mean is finite. This integral states that the recovered distribution has mean \(\langle L\rangle\). Both integrals use only \(A(0)=1\), the initial slope and the decay of \(A\) at large \(L\). They therefore test the normalisation, the range and the numerical differentiation, but they cannot reveal strain. The signs are more telling: a measured curve that rises or curves downward contains something besides the size broadening of unbroken columns, or has been damaged in its reduction.

### Which mean is obtained

Let \(d\Sigma\) be an element of projected area. Then

\[
\langle L\rangle=\frac{\int L\,d\Sigma}{\int d\Sigma}=\frac{\text{total crystallite volume}}{\text{total projected area}} . \tag{10}
\]

The integral breadth \(\beta\), defined as the area of the profile divided by its height, gives a different mean. Inverting the cosine transform at \(s=0\) gives \(I(0)=2\int_0^\infty A\,dL\). With (7) and an exchange of integrations,

\[
\frac1\beta=2\int_0^\infty A\,dL=\frac{2}{\langle L\rangle}\int_0^\infty p(x)\int_0^x(x-L)\,dL\,dx=\frac{\langle L^2\rangle}{\langle L\rangle}\equiv L_V, \tag{11}
\]

because the inner integral is \(x^2/2\). This is the volume-weighted mean: a point chosen at random in the material lies in a column of length \(L\) with probability density \(L\,p(L)/\langle L\rangle\). Since \(\langle L^2\rangle\ge\langle L\rangle^2\), \(L_V\) is never smaller than \(\langle L\rangle\). The two are equal when all columns have the same length. Values from a slope and from a breadth must not be compared as if they were the same quantity.

### The cusp and the tails of the profile

A continuous column of length \(L\) has the intensity

\[
\left|\int_0^L e^{-2\pi isz}\,dz\right|^2=\frac{\sin^2(\pi sL)}{\pi^2s^2},
\]

whose area over all \(s\) is \(L\). Averaging over the columns and dividing by the mean area gives

\[
I(s)=\frac{\langle\sin^2(\pi sL)\rangle}{\pi^2s^2\langle L\rangle}
=\frac{1-\langle\cos(2\pi sL)\rangle}{2\pi^2s^2\langle L\rangle}. \tag{12}
\]

The same expression follows from (1). Integrate the inverse transform by parts twice. The first boundary term vanishes because the sine is zero at \(L=0\) and \(A\) is zero at infinity:

\[
2\int_0^\infty A\cos(2\pi sL)\,dL=-\frac{1}{\pi s}\int_0^\infty A'\sin(2\pi sL)\,dL .
\]

The second integration gives

\[
\int_0^\infty A'\sin(2\pi sL)\,dL=\frac{1}{2\pi s}\left[A'(0^+)+\int_{0^+}^\infty A''\cos(2\pi sL)\,dL\right].
\]

Inserting (1) reproduces (12), including its sign.

For a smooth distribution the average cosine tends to zero at large \(s\), and

\[
I(s)\to\frac{1}{2\pi^2\langle L\rangle s^2}. \tag{13}
\]

The initial slope is thus stored in the far tails of the peak, which are the part most easily lost in the background. If all columns have one length, the average cosine does not decay. The tail then oscillates between zero and twice the value in (13).

### What happens when a column is interrupted

Suppose that one line crosses two coherent segments of lengths \(a\) and \(b\), separated by a gap \(g\). Besides the pairs within each segment there are pairs with one member in each. Their number is zero up to separation \(g\), then rises, may stay level, and falls to zero at \(g+a+b\). The second derivative of this contribution is

\[
\delta(L-g)-\delta(L-g-a)-\delta(L-g-b)+\delta(L-g-a-b). \tag{14}
\]

It vanishes near \(L=0\) for a finite gap, so the slope still gives the inverse mean segment length. The curvature no longer gives the segment distribution, and its negative terms can outweigh the true columns.

A hollow sphere on a simple cubic lattice, with outer radius 11 and inner radius 6 cells, shows this. The first difference gave a mean segment of 9.5477 cells, equal to the direct count within \(10^{-8}\). The second difference, read as a number of columns, fell to \(-74\) at its lowest point. Negative apparent populations can therefore come from crystallite shape as well as from faulty data.

## Part II. Example, sources of error and use

### Symbols and results carried over

The column length is \(L\), its area-weighted distribution is \(p(L)\), and its mean is \(\langle L\rangle\). The fraction of columns longer than \(L\) is \(Q(L)\). The offset from the Bragg point is \(s\), and \(I(s)\) is the profile of unit area. The size coefficient, written \(A_S(L)\) from here on to set it apart from measured coefficients, obeys

\[
A_S(L)=\frac{1}{\langle L\rangle}\int_L^\infty Q(u)\,du,\qquad
A_S'(0^+)=-\frac1{\langle L\rangle},\qquad
A_S''(L)=\frac{p(L)}{\langle L\rangle}. \tag{15}
\]

The volume-weighted mean is \(L_V=\langle L^2\rangle/\langle L\rangle\), and the reciprocal of the integral breadth equals \(L_V\). The tail of a smooth size profile is \(I(s)\approx1/(2\pi^2\langle L\rangle s^2)\).

### Spherical grains

In a sphere of diameter \(D\), a column at distance \(\rho\) from the central line has length \(L=\sqrt{D^2-4\rho^2}\). Columns longer than \(L\) fill a disc of area \(\pi(D^2-L^2)/4\). Division by the projected area \(\pi D^2/4\) gives \(Q=1-L^2/D^2\), so \(p=2L/D^2\) for \(L<D\). The mean is \(2D/3\). Equation (15) then yields

\[
A_S=\frac{3}{2D}\int_L^D\left(1-\frac{u^2}{D^2}\right)du
=1-\frac{3L}{2D}+\frac{L^3}{2D^3}. \tag{16}
\]

For a population with number density \(g(D)\), each sphere contributes columns in proportion to its projected area. With an overbar for averages over grains,

\[
Q(L)=\frac{1}{\overline{D^2}}\int_L^\infty g(D)\,(D^2-L^2)\,dD .
\]

When this is differentiated, the lower limit contributes nothing because the integrand vanishes there. Hence

\[
p(L)=\frac{2L}{\overline{D^2}}\int_L^\infty g(D)\,dD,\qquad
\langle L\rangle=\frac{\pi\overline{D^3}/6}{\pi\overline{D^2}/4}=\frac{2\,\overline{D^3}}{3\,\overline{D^2}}. \tag{17}
\]

The density \(p\) starts at zero and rises linearly, since even large spheres have short columns near their rims. A short column is therefore not evidence of a small grain. To recover \(g\), one would have to differentiate \(p/L\) once more, which needs a third derivative of the data.

For broadening by finite size alone and unbroken columns, the initial slope of the size coefficient gives the inverse area-weighted mean column length, and its curvature gives the column-length distribution; both have been worked out for spherical grains. What remains is a numerical copper example, the effects of strain, faults, instrument, finite range and noise, and an order of evaluation for measured data.

All numerical values are calculated from the stated model.
